# Optimal Schmidt truncation and the error bound for matrix product states

Let $|\psi\rangle$ be a normalized state of $N\ge 2$ sites in a row, and let $\varepsilon_k$ be the sum of the squared Schmidt values of $|\psi\rangle$ beyond the $D$ largest, at the cut between sites $k$ and $k+1$. No state of Schmidt rank at most $D$ across that cut is closer to $|\psi\rangle$ than a squared distance $\varepsilon_k$, and keeping the $D$ largest Schmidt terms reaches this distance. Moreover, there is a matrix product state $|\phi\rangle$ of bond dimension at most $D$ for which

$$
\|\psi-\phi\|^2\le\sum_{k=1}^{N-1}\varepsilon_k ,\qquad
\Big\|\psi-\frac{\phi}{\|\phi\|}\Big\|^2\le 2\sum_{k=1}^{N-1}\varepsilon_k .
\tag{1}
$$

The factor two is thus a price for normalizing the approximation. Without normalization the factor is one.

Each site $j$ has a finite orthonormal basis $|i_j\rangle$, and the state is given by its coefficients $\psi_{i_1\dots i_N}$. In a molecule the sites may be orbitals in a fixed order and $i_j$ their occupations; only the coefficients enter below. For the cut $k$, collect $i_1,\dots,i_k$ into a row index and the other labels into a column index. The coefficients then form a matrix $M_k$. The squared norm of the state is the sum of all $|\psi_{i_1\dots i_N}|^2$, so it is the squared Frobenius norm $\|M_k\|^2=\mathrm{tr}(M_k^\dagger M_k)$. Distances between states are therefore distances between matrices.

The singular value decomposition of $M_k$ is the Schmidt decomposition

$$
|\psi\rangle=\sum_i s_i\,|u_i\rangle|v_i\rangle,\qquad s_1\ge s_2\ge\dots\ge 0,
$$

with orthonormal vectors $|u_i\rangle$ on the left and $|v_i\rangle$ on the right. The numbers $\lambda_i=s_i^2$ are the eigenvalues of $M_kM_k^\dagger$, the reduced density matrix of the left part, and $\varepsilon_k=\sum_{i>D}\lambda_i$. The discarded weight is thus the probability of finding the left part outside the span of its $D$ most probable Schmidt vectors.

Consider one cut first and drop the index $k$. The norm of $M$ may have any value here, a freedom that will be needed later. Let $X$ be any matrix of the same shape with rank at most $D$, and let $P$ be the orthogonal projector onto its column space. Then $PX=X$ and $\mathrm{tr}P\le D$. The two parts $P(M-X)$ and $(1-P)(M-X)$ are orthogonal, and $(1-P)X=0$, so

$$
\|M-X\|^2=\|P(M-X)\|^2+\|(1-P)M\|^2\ge\|(1-P)M\|^2=\|M\|^2-\mathrm{tr}(PMM^\dagger).
\tag{2}
$$

The last equality uses $(1-P)^2=1-P$. It remains to find how large $\mathrm{tr}(PMM^\dagger)$ can be.

Let $m$ be the dimension of the left space. If $D\ge m$, nothing is discarded, $\varepsilon=0$, and the claim is trivial. For $D<m$, complete the $|u_i\rangle$ to a basis of the left space, with $\lambda_i=0$ for the added vectors, and set $p_i=\langle u_i|P|u_i\rangle$. Because $P$ is a projector, $0\le p_i\le1$, and the sum of the $p_i$ is $\mathrm{tr}P\le D$. Since $MM^\dagger=\sum_i\lambda_i|u_i\rangle\langle u_i|$, we have $\mathrm{tr}(PMM^\dagger)=\sum_i\lambda_ip_i$. Now consider the sum

$$
T=\sum_{i\le D}(\lambda_i-\lambda_D)(1-p_i)+\sum_{i>D}(\lambda_D-\lambda_i)p_i+\lambda_D\Big(D-\sum_i p_i\Big).
$$

Every term is nonnegative, by the ordering of the $\lambda_i$ and the limits on the $p_i$. The terms containing $\lambda_D$ as a prefactor add up to

$$
\lambda_D\Big[-D+\sum_{i\le D}p_i+\sum_{i>D}p_i+D-\sum_ip_i\Big]=0 .
$$

What is left gives

$$
0\le T=\sum_{i\le D}\lambda_i(1-p_i)-\sum_{i>D}\lambda_ip_i=\sum_{i\le D}\lambda_i-\mathrm{tr}(PMM^\dagger).
\tag{3}
$$

Inserting this in (2), with $\|M\|^2=\sum_i\lambda_i$, yields

$$
\|M-X\|^2\ge\sum_i\lambda_i-\sum_{i\le D}\lambda_i=\sum_{i>D}\lambda_i=\varepsilon .
\tag{4}
$$

For the truncated matrix $M^{(D)}=\sum_{i\le D}s_i|u_i\rangle\langle v_i^*|$, where the star turns the right-hand Schmidt vector into the corresponding row of coefficients, the remainder consists of orthogonal terms with squared norms $\lambda_i$, $i>D$. Its squared norm is $\varepsilon$, so the bound is attained. This proves optimality at one cut. The best state need not be unique: if $\lambda_D=\lambda_{D+1}>0$, replacing the Schmidt term $D$ by the term $D+1$ gives a different state at the same distance.

The same argument settles the problem for normalized approximations of a normalized state. If $\|X\|=1$, then $X=PX$ gives $|\mathrm{tr}(X^\dagger M)|=|\mathrm{tr}(X^\dagger PM)|\le\|PM\|$ by the Cauchy–Schwarz inequality, and (3) gives $\|PM\|\le\sqrt{1-\varepsilon}$. Therefore

$$
\|M-X\|^2=2-2\,\mathrm{Re}\,\mathrm{tr}(X^\dagger M)\ge 2-2\sqrt{1-\varepsilon}.
\tag{5}
$$

The rescaled matrix $M^{(D)}/\sqrt{1-\varepsilon}$ reaches equality, because its overlap with $M$ is $(1-\varepsilon)/\sqrt{1-\varepsilon}$. The same Schmidt terms are kept in both problems.

A matrix product state must have small rank at all cuts at once. Its coefficients are

$$
\phi_{i_1\dots i_N}=\sum_{a_1,\dots,a_{N-1}}A^{i_1}_{1a_1}A^{i_2}_{a_1a_2}\cdots A^{i_N}_{a_{N-1}1},
$$

where each $a_k$ takes at most $D$ values and each site has its own tensor $A$. Summing over all bond labels except $a_k$ leaves a matrix with row index $(i_1,\dots,i_k)$ and column index $a_k$, times a matrix with row index $a_k$. Hence the Schmidt rank at every cut is at most $D$. Truncations that are optimal at separate cuts do not by themselves give one such state, so they have to be combined.

They can be combined in a sweep from left to right. Start with $|\phi_0\rangle=|\psi\rangle$. Suppose that after step $k-1$ the state has the form

$$
|\phi_{k-1}\rangle=\sum_{a_{k-1}}\sum_{i_k,\dots,i_N}C_{(a_{k-1}i_k),(i_{k+1}\dots i_N)}\,|a_{k-1}\rangle|i_k\rangle|i_{k+1}\dots i_N\rangle ,
$$

with orthonormal vectors $|a_{k-1}\rangle$ on the first $k-1$ sites. For $k=1$ there are no such sites, and $a_0$ has a single value. The products $|a_{k-1}\rangle|i_k\rangle$ are orthonormal, so the singular value decomposition of $C$ is the Schmidt decomposition of $|\phi_{k-1}\rangle$ at cut $k$. Let $U$ contain the left singular vectors of the at most $D$ largest singular values, and define

$$
|a_k\rangle=\sum_{a_{k-1},i_k}U_{(a_{k-1}i_k),a_k}|a_{k-1}\rangle|i_k\rangle,\qquad A^{i_k}_{a_{k-1}a_k}=U_{(a_{k-1}i_k),a_k}.
$$

The columns of $U$ are orthonormal, so the new vectors $|a_k\rangle$ are too, and the step can be repeated. After cut $N-1$, the remaining coefficients form the last tensor. The final state $|\phi\rangle=|\phi_{N-1}\rangle$ is then a matrix product state of bond dimension at most $D$.

Keeping these Schmidt terms is the same as applying a projector,

$$
|\phi_k\rangle=Q_k|\phi_{k-1}\rangle,\qquad Q_k=\sum_{a_k}|a_k\rangle\langle a_k|\otimes 1,
$$

where the identity acts on sites $k+1$ to $N$. Set $Q_0=1$. Each $|a_k\rangle$ is a combination of the $|a_{k-1}\rangle|i_k\rangle$, so the range of $Q_k$ lies within that of $Q_{k-1}$. Thus $Q_{k-1}Q_k=Q_k$, and the adjoint of this equation is $Q_kQ_{k-1}=Q_k$. Repeated use gives

$$
Q_jQ_k=Q_kQ_j=Q_k\quad(j\le k),\qquad |\phi_k\rangle=Q_kQ_{k-1}\cdots Q_1|\psi\rangle=Q_k|\psi\rangle .
\tag{6}
$$

The whole sweep is therefore one orthogonal projection, $|\phi\rangle=Q_{N-1}|\psi\rangle$. Its error is a sum of the pieces lost at the separate steps,

$$
|\psi\rangle-|\phi\rangle=\sum_{k=1}^{N-1}(Q_{k-1}-Q_k)|\psi\rangle .
$$

These pieces are orthogonal. For $j<k$, relation (6) gives

$$
(Q_{j-1}-Q_j)(Q_{k-1}-Q_k)=Q_{k-1}-Q_k-Q_{k-1}+Q_k=0 .
$$

No cross terms remain in the squared norm, and the total error is

$$
E\equiv\|\psi-\phi\|^2=\sum_{k=1}^{N-1}w_k,\qquad w_k=\|\phi_{k-1}-\phi_k\|^2 .
\tag{7}
$$

Here $w_k$ is the weight discarded at cut $k$ of the already truncated state $|\phi_{k-1}\rangle$. It must still be compared with $\varepsilon_k$, which belongs to the original state.

The projector $Q_{k-1}$ acts only on sites to the left of cut $k$. It therefore multiplies $M_k$ from the left by a projector $q$, and the matrix of $|\phi_{k-1}\rangle$ at this cut is $qM_k$. Let $M_k^{(D)}$ be the best approximation to $M_k$. Multiplication by $q$ cannot raise a rank, so $qM_k^{(D)}$ has rank at most $D$ and is a permitted competitor in the approximation of $qM_k$. By (4), $w_k$ is the least squared distance for that problem. Hence

$$
w_k\le\|qM_k-qM_k^{(D)}\|^2=\|q(M_k-M_k^{(D)})\|^2\le\|M_k-M_k^{(D)}\|^2=\varepsilon_k ,
\tag{8}
$$

where the second inequality holds because a projector cannot lengthen any column. Summing over the cuts in (7) proves the first bound in (1). The same proof works when each bond has its own limit $D_k$, with $\varepsilon_k$ defined accordingly.

There is also a bound from below. Let $E_{\rm opt}$ be the least squared error of any matrix product state of bond dimension at most $D$. Such a state has rank at most $D$ at every cut, so (4) requires $E_{\rm opt}\ge\varepsilon_k$ for each $k$. Together with the upper bound this gives

$$
\max_k\varepsilon_k\le E_{\rm opt}\le E\le\sum_k\varepsilon_k\le(N-1)E_{\rm opt}.
\tag{9}
$$

The sweep need not find the best matrix product state, but its squared error exceeds the least possible one by at most a factor $N-1$. For $N=2$ it is optimal.

Now normalize the result. Since $Q_{N-1}$ is a projector,

$$
\langle\phi|\psi\rangle=\langle\psi|Q_{N-1}|\psi\rangle=\|\phi\|^2,\qquad E=1-2\|\phi\|^2+\|\phi\|^2=1-\|\phi\|^2 .
$$

The norm is not zero, because each step keeps the largest Schmidt value of a nonzero state. With $|\hat\phi\rangle=|\phi\rangle/\|\phi\|$, the overlap is $\langle\hat\phi|\psi\rangle=\|\phi\|=\sqrt{1-E}$, and

$$
\|\psi-\hat\phi\|^2=2-2\sqrt{1-E}=\frac{2\,[1-(1-E)]}{1+\sqrt{1-E}}=\frac{2E}{1+\sqrt{1-E}} .
\tag{10}
$$

The denominator lies between 1 and 2, so this error lies between $E$ and $2E$. The bound on $E$ then proves the second part of (1). For small $E$, inserting $\sqrt{1-E}\approx1-E/2$ in the denominator of the last form of (10) gives $E/(1-E/4)\approx E+E^2/4$, correct to second order: when the truncation is good, normalization costs almost nothing. When $\sum_k\varepsilon_k\ge1$, neither bound in (1) is informative, since $E<1$ and $\|\psi-\hat\phi\|^2<2$ hold anyway.

The constant two nevertheless cannot be lowered for normalized approximations if it is to serve all states. Take two sites with $d$ levels each in the state $|\psi\rangle=d^{-1/2}\sum_i|i\rangle|i\rangle$, and let $D=1$. All $d$ squared Schmidt values equal $1/d$, so $\varepsilon=1-1/d$. By (5) the smallest error of a normalized product state is $2-2/\sqrt d$. Its ratio to the discarded weight is

$$
\frac{2(1-1/\sqrt d)}{(1-1/\sqrt d)(1+1/\sqrt d)}=\frac{2}{1+1/\sqrt d},
$$

which tends to two as $d$ grows. For $d=4$ the weight is 0.75, the error 1, and the ratio 1.333; for $d=400$ they are 0.9975, 1.9 and 1.905. The ratio exceeds one for every $d\ge2$, so a constant of one fails already at $d=2$, where the ratio is 1.172. The factor two is approached here where nearly all the weight is discarded.

A spin chain shows the sizes of these quantities in a correlated ground state. Take ten spins one-half with open ends and the Hamiltonian

$$
H=-J\sum_{i=1}^{9}Z_iZ_{i+1}-g\sum_{i=1}^{10}X_i,\qquad g=J=1,
$$

where $X_i$ and $Z_i$ are Pauli matrices. Full diagonalization in the space of $2^{10}=1024$ states gives a ground energy of $-12.381\,J$ and a gap of $0.299\,J$ to the next level, so the ground state is not degenerate. At the middle cut its largest squared Schmidt values, from a singular value decomposition, are

$$
0.876328,\quad 0.122920,\quad 6.593\times10^{-4},\quad 9.248\times10^{-5}.
$$

Keeping two of them discards $1-0.876328-0.122920=7.52\times10^{-4}$. For $D=2$, the weights at the nine cuts, in units of $10^{-4}$, are

$$
\begin{aligned}
\varepsilon_k&:\ 0,\ 1.930,\ 4.680,\ 6.766,\ 7.524,\ 6.766,\ 4.680,\ 1.930,\ 0,\\
w_k&:\ 0,\ 1.930,\ 4.396,\ 5.973,\ 6.337,\ 5.538,\ 3.798,\ 1.590,\ 0 .
\end{aligned}
$$

The end values vanish because a single spin has only two states, so the Schmidt rank there is at most two. The $\varepsilon_k$ are symmetric about the middle: reflection of the chain leaves $H$ unchanged, so it can change the nondegenerate ground state only by a phase. The $w_k$ lack this symmetry because the sweep has a direction. At cut 2 nothing has yet been lost, and $w_2=\varepsilon_2$. At cut 8 the state has already been projected, and $w_8$ is smaller than $\varepsilon_8$, as (8) permits.

The sums are $E=2.956\times10^{-3}$ and $\sum_k\varepsilon_k=3.427\times10^{-3}$, so the actual error is 86% of its bound. By (9), the best matrix product state with $D=2$ has an error between $7.52\times10^{-4}$ and $2.956\times10^{-3}$. For bond dimensions one to four the same calculation gives

| $D$ | $\max_k\varepsilon_k$ | $E$ | $\sum_k\varepsilon_k$ | $\Vert\psi-\hat\phi\Vert^2$ |
|---|---|---|---|---|
| 1 | 0.1237 | 0.5346 | 0.9468 | 0.6356 |
| 2 | $7.524\times10^{-4}$ | $2.956\times10^{-3}$ | $3.427\times10^{-3}$ | $2.958\times10^{-3}$ |
| 3 | $9.309\times10^{-5}$ | $3.901\times10^{-4}$ | $4.036\times10^{-4}$ | $3.901\times10^{-4}$ |
| 4 | $6.134\times10^{-7}$ | $1.732\times10^{-6}$ | $1.828\times10^{-6}$ | $1.732\times10^{-6}$ |

For $D=1$, equation (10) reads $2-2\sqrt{1-0.5346}=0.6356$, clearly more than $E$. The bound $2\sum_k\varepsilon_k=1.894$ is then close to the trivial limit of two. From $D=2$ on, the two errors agree to better than one part in a thousand, and the factor two in the bound is almost entirely slack.

A small squared distance does not make every expectation value equally accurate. Let $\delta=\|\psi-\hat\phi\|$ and let $O$ be an operator with largest singular value $\|O\|$. Adding and subtracting $\langle\psi|O|\hat\phi\rangle$ gives

$$
\big|\langle\psi|O|\psi\rangle-\langle\hat\phi|O|\hat\phi\rangle\big|
=\big|\langle\psi|O|\psi-\hat\phi\rangle+\langle\psi-\hat\phi|O|\hat\phi\rangle\big|\le2\|O\|\,\delta .
$$

This guarantee is governed by the square root of the discarded weight. For the chain with $D=2$, $\delta=\sqrt{2.958\times10^{-3}}=0.054$, and an expectation value is guaranteed only to within $0.11\,\|O\|$, although its actual error may be much smaller.

The orthonormality of the left vectors matters in practice as well as in the proof. If the vectors $|a_{k-1}\rangle$ are not orthonormal, the Frobenius norm of $C$ is in general not the norm of the state, and its singular values are not Schmidt values. Their discarded squares then no longer measure the error, and (7) and (8) cannot be applied to them. For a matrix product state given in such a form, the usual remedy is to change to orthonormal bases on both sides of the cut before truncating.
